\section*{Do independent roughness factors survive when interface roughness exceeds layer thickness?}

\section*{Question}

I am fitting specular X-ray reflectivity from a TaN barrier, nominally 2 nm thick, on a rough silicon-based dielectric. My code multiplies each sharp-interface amplitude by its own roughness factor. The fit wants roughnesses of 2.5 nm at the top and 3.0 nm at the bottom, both larger than the thickness. Is the calculation still meaningful? If not, is the ratio $\sigma/d$ what decides, and what should replace the factors?

\section*{Answer}

The calculation is unsafe for your numbers, but $\sigma/d$ alone does not decide it. Two questions must be kept apart: do the factors solve the wave equation for the density profile they imply, and can two real surfaces have that profile?

\subsection*{What the factors compute}

Let $z$ point into the sample, $k_0=q/2$, and let $\rho$ be the scattering-length density. Specular reflection is taken to see the laterally averaged $\rho(z)$, without absorption:
\[
\psi''+(k_0^2-V)\psi=0,\qquad V=4\pi\rho,\qquad k_j=\sqrt{k_0^2-V_j}.
\]
In vacuum $\psi=e^{ik_0z}+re^{-ik_0z}$, and $R=|r|^2$. Film and substrate have indices 1 and 2. A sharp interface gives $r_{ij}=(k_i-k_j)/(k_i+k_j)$. Summing the multiple reflections in the film, with $r_{10}=-r_{01}$ and $t_{01}t_{10}=1-r_{01}^2$, gives
\[
r=r_{01}+\frac{(1-r_{01}^2)r_{12}e^{2ik_1d}}{1+r_{01}r_{12}e^{2ik_1d}}
=\frac{r_{01}+r_{12}e^{2ik_1d}}{1+r_{01}r_{12}e^{2ik_1d}} .
\]
The product rule replaces $r_{01}\to r_{01}F_1$ and $r_{12}\to r_{12}F_2$, with the Névot--Croce factors
\[
F_1=e^{-2k_0k_1\sigma_1^2},\qquad F_2=e^{-2k_1k_2\sigma_2^2}.
\]

\subsection*{Weak scattering: right at any $\sigma/d$}

Multiply $\psi''+k_0^2\psi=V\psi$ by $e^{ik_0z}$ and integrate. The boundary term in vacuum gives
\[
r=\frac1{2ik_0}\int V\psi\,e^{ik_0z}dz .
\]
For weak scattering $\psi\to e^{ik_0z}$. One integration by parts, with vanishing damping deep inside, then yields
\[
r=\frac{4\pi}{iq}\int\rho\,e^{iqz}dz=\frac{4\pi}{q^2}\int\rho'(z)e^{iqz}dz .
\]
Let $\Phi$ be the normal distribution function and $\varphi$ its density. For the additive profile
\[
\rho_{\rm add}=\rho_1\Phi\!\left(\frac z{\sigma_1}\right)+(\rho_2-\rho_1)\Phi\!\left(\frac{z-d}{\sigma_2}\right),
\]
$\rho'$ is a sum of two Gaussians, so
\[
r=\frac{4\pi}{q^2}\left[\rho_1e^{-q^2\sigma_1^2/2}+(\rho_2-\rho_1)e^{iqd-q^2\sigma_2^2/2}\right].
\]
The product rule has the same limit: all $k_j\to q/2$, $r_{ij}=(V_j-V_i)/(k_i+k_j)^2\to4\pi(\rho_j-\rho_i)/q^2$, and its denominator tends to 1. Nothing here requires $\sigma<d$. The limit is one of small density at fixed $q\sigma$, not of large $q$. For $k_0^2\gg V_1$ the exponent is $2k_0k_1\sigma_1^2\approx q^2\sigma_1^2/2-V_1\sigma_1^2$, and $V_1\sigma_1^2\approx0.7$ for the densities used below, whatever $q$ is. With those densities and your lengths, the product rule gives 0.50 of the additive-profile $R$ at $q=1.4$ nm$^{-1}$ and 0.17 at 1.6 nm$^{-1}$.

\subsection*{Short lengths: right through second order}

Let $d$ and the $\sigma_j$ be of order $L$, with $q$ fixed and $L$ small. Compare with a sharp bare substrate at $z=0$, for which $r_F=(k_0-k_2)/(k_0+k_2)$ and $t=1+r_F=2k_0/(k_0+k_2)$. Put $\delta V=V-V_2\theta(z)$. Since $(\psi_F\psi'-\psi\psi_F')'=\psi_F\,\delta V\,\psi$, and the bracket equals $2ik_0(r_F-r)$ in vacuum and zero deep inside,
\[
r-r_F=\frac1{2ik_0}\int\psi_F\,\delta V\,\psi\,dz .
\]
Near the surface $\psi_F=t(1+ik_2z)+O(L^2)$ and $\psi=t(1+ik_2z)+(r-r_F)+O(L^2)$. With $m_n=\int z^n\delta V\,dz$,
\[
r=r_F+\frac{t^2}{2ik_0}(m_0+2ik_2m_1)-\frac{t^3m_0^2}{4k_0^2}+O(L^3).
\]
Blurring an edge of height $\Delta V_j$ leaves $m_0$ unchanged. Integration by parts shows that it changes $m_1$ by $-\Delta V_j\sigma_j^2/2$, because the mean of $z^2$ over the edge grows by $\sigma_j^2$. Hence
\[
\delta r=\frac{t^2k_2}{k_0}\,\delta m_1=-\frac{2k_0k_2}{(k_0+k_2)^2}\left[V_1\sigma_1^2+(V_2-V_1)\sigma_2^2\right].
\]
Now expand the product rule, setting $e^{2ik_1d}=1$ in terms that already contain $\sigma^2$:
\[
\delta r=\frac{(1-r_{12}^2)r_{01}(-2k_0k_1\sigma_1^2)+(1-r_{01}^2)r_{12}(-2k_1k_2\sigma_2^2)}{(1+r_{01}r_{12})^2}.
\]
Insert
\begin{align*}
1+r_{01}r_{12}&=\frac{2k_1(k_0+k_2)}{(k_0+k_1)(k_1+k_2)}, & r_{01}&=\frac{V_1}{(k_0+k_1)^2},\\
1-r_{12}^2&=\frac{4k_1k_2}{(k_1+k_2)^2}, & r_{12}&=\frac{V_2-V_1}{(k_1+k_2)^2},\\
1-r_{01}^2&=\frac{4k_0k_1}{(k_0+k_1)^2}.
\end{align*}
The first term becomes
\[
\frac{k_2V_1}{k_1(k_0+k_2)^2}(-2k_0k_1\sigma_1^2)=-\frac{2k_0k_2V_1\sigma_1^2}{(k_0+k_2)^2},
\]
and the second becomes
\[
\frac{k_0(V_2-V_1)}{k_1(k_0+k_2)^2}(-2k_1k_2\sigma_2^2)=-\frac{2k_0k_2(V_2-V_1)\sigma_2^2}{(k_0+k_2)^2}.
\]
The two results agree, so the product rule's error on $\rho_{\rm add}$ cannot start before third order in length. In a test at $q=0.9$ nm$^{-1}$, halving all lengths from 0.04 to 0.02 of your values reduced the amplitude error by a factor 7.98; third order predicts 8.

\subsection*{Where the wave calculation fails}

Set $d=0$ and $\sigma_1=\sigma_2=\sigma$. The film terms in $\rho_{\rm add}$ cancel and a single substrate edge remains, yet the product rule still contains $k_1$. Between the critical $q$ of substrate and film, $k_1=i\kappa$ while $k_0,k_2$ are real. Then $F_1=e^{-2ik_0\kappa\sigma^2}$ and $F_2=e^{-2i\kappa k_2\sigma^2}$ are pure phases and damp nothing.

I use rough densities $\rho_1=0.0090$ and $\rho_2=0.0020$ nm$^{-2}$, with critical $q$ of 0.673 and 0.317 nm$^{-1}$. At $q=0.5$ nm$^{-1}$,
\[
\kappa=\tfrac12\sqrt{0.673^2-0.5^2}=0.225,\qquad
k_2=\tfrac12\sqrt{0.5^2-0.317^2}=0.193\ \text{nm}^{-1}.
\]
For $\sigma=3.0$ nm the finely sliced edge gives $R=2.93\times10^{-3}$. One factor $e^{-2k_0k_2\sigma^2}$ on the bare substrate gives $2.87\times10^{-3}$. The product rule, with its absent film, gives $4.9\times10^{-4}$, six times too little.

\subsection*{Where the profile fails}

Let the film top be at depth $Z_1$ and the substrate surface at $Z_2$, jointly Gaussian with means $0,d$ and correlation $c$. Film exists where $Z_1<z<Z_2$; where the surfaces would cross, take bare substrate. Splitting $P(Z_1<z)$ and $P(Z_2<z)$ according to the position of the other surface and subtracting gives
\[
P(Z_1<z<Z_2)=P(Z_1<z)-P(Z_2<z)+P(Z_2<z<Z_1),
\]
and therefore
\[
\rho_{\rm true}=\rho_{\rm add}+\rho_1P(Z_2<z<Z_1).
\]
The additive profile counts crossings as negative film. For independent surfaces the film fraction is $\Phi(z/\sigma_1)\,\Phi((d-z)/\sigma_2)$.

The thickness variable $Z_2-Z_1$ has mean $d$ and variance $s^2=\sigma_1^2+\sigma_2^2-2c\sigma_1\sigma_2$. The omitted film, as a thickness, is
\[
X=-\int_{-\infty}^{-d/s}(d+su)\varphi(u)\,du=s\varphi(d/s)-d\,\Phi(-d/s).
\]
So $s/d$ governs the omitted fraction $X/d$. Conformal surfaces of equal $\sigma$ have $s=0$, and the additive profile is then correct even for $\sigma>d$.

For short lengths the omission changes $m_0$ by $4\pi\rho_1X$, hence
\[
\delta r=-\frac{8\pi ik_0\rho_1X}{(k_0+k_2)^2},
\]
already at first order. Weak scattering does not cure it. With both densities multiplied by $10^{-5}$ and your lengths kept, the product rule matched the sliced additive profile within 0.01\% in $R$, but missed the independent-surface profile by up to a factor 7.1 over $0.35\le q\le1.20$ nm$^{-1}$.

A plot of $\rho_{\rm add}$ can expose the problem. With $\sigma_1=1.0$, $\sigma_2=3.0$ and $d=2.0$ nm it reaches $-4.4\times10^{-4}$ nm$^{-2}$ in front of the film. A visibly positive profile is no proof of safety.

\subsection*{Your film}

For independent surfaces $s=\sqrt{2.5^2+3.0^2}=3.905$ nm and
\[
X=3.905(0.350)-2.0(0.304)=0.76\ \text{nm}.
\]
In this model the film is absent from 30\% of the area, and its mean thickness is 2.76 nm, not 2.0 nm. A film that follows its substrate has correlated surfaces and fewer gaps.

For the reference, cut the profile into $N$ thin slices of width $\Delta$ and work upward from the substrate:
\[
x_j=\frac{r_{j,j+1}+x_{j+1}e^{2ik_{j+1}\Delta}}{1+r_{j,j+1}x_{j+1}e^{2ik_{j+1}\Delta}},\qquad x_N=r_{N,N+1},
\]
with vacuum as $j=0$ and no roughness factors. I used 1500 slices over 42 nm. For the additive profile, halving their width changed $R$ by less than 0.01\%.

\begin{center}
\begin{tabular}{ccccc}
$q$ (nm$^{-1}$) & sharp & product & additive & independent\\
0.4 & 0.339 & 0.713 & 0.309 & 0.502\\
0.5 & 0.191 & 0.332 & 0.103 & 0.215\\
0.6 & 0.124 & 0.103 & 0.0320 & 0.0771\\
0.8 & 0.0614 & $5.95\times10^{-3}$ & $2.45\times10^{-3}$ & $7.35\times10^{-3}$\\
1.0 & 0.0343 & $2.32\times10^{-4}$ & $1.37\times10^{-4}$ & $5.57\times10^{-4}$\\
1.2 & 0.0203 & $6.09\times10^{-6}$ & $5.90\times10^{-6}$ & $3.68\times10^{-5}$
\end{tabular}
\end{center}

The last two columns are sliced profiles. At $q=0.5$ nm$^{-1}$, an incidence angle of $0.351^\circ$ at 8.05 keV, the product is 3.2 times the additive reference and even exceeds the sharp stack. The phases explain this. The film attenuates by $e^{-2\kappa d}=0.407$, and $r_{01}r_{12}$ has phase $-0.05$, so the sharp denominator has modulus 1.41. The factors add $-0.70-0.78$ rad and reduce it to 1.094, while the numerator barely moves, from 0.615 to 0.631. Thus $R$ rises from $(0.615/1.41)^2=0.19$ to $(0.631/1.094)^2=0.33$.

Near $q=1.2$ nm$^{-1}$ product and additive agree within 4\%, but both lie about six times below the independent-surface result. The two curves merely cross there: the ratio of product to additive is 1.35 at $q=1.1$ and 0.74 at 1.3 nm$^{-1}$. Agreement at one $q$ validates neither.

Four comparisons over $0.35\le q\le1.20$ nm$^{-1}$, except where noted, separate the causes:
\begin{itemize}
\item Reducing $d$ and both $\sigma$ tenfold keeps $\sigma/d$ fixed, yet the product then matches the additive reference within 0.5\%. The independent-surface profile still differs from the product by up to a factor 1.43.
\item Halving only the roughness, at $d=2.0$ nm, leaves errors up to a factor 1.18 for product against additive and 1.33 for additive against independent. Thus $\sigma<d$ is no guarantee either.
\item Reducing the mean separation to 0.82 nm restores a 2.0 nm mean film for independent surfaces. The product, still evaluated at $d=2.0$ nm, differs from this profile by up to a factor 4.3, so the film amount is not the whole discrepancy.
\item An isolated vacuum--film edge with $\sigma=2.5$ nm already gives errors up to a factor 2.1 for $0.70\le q\le1.20$ nm$^{-1}$. Overlap is therefore not the sole cause of the product's error.
\end{itemize}
With $c=0.9$ the crossed area falls to 6.5\%, and the additive profile is right within about 3\% at the tabulated $q$. The product rule remains wrong by a factor 3.2 at $q=0.5$ nm$^{-1}$. The size of this factor depends on the assumed densities. Against the additive profile it becomes 2.7 with absorptive parts of 0.0007 and 0.00005 nm$^{-2}$ in film and substrate, and 3.9 for a lighter dielectric with $\rho_2=0.0012$ nm$^{-2}$.

\subsection*{How this bears on a real barrier}

For much smoother interfaces the distinctions nearly disappear. At $\sigma_1=0.25$, $\sigma_2=0.30$ and $d=2.0$ nm, all three rough-interface calculations agree within about 0.1\% over $0.35\le q\le1.20$ nm$^{-1}$. At several nm$^{-1}$ the product rule's error grows to about 1\%. For your rough case, plausible absorption lowers the independent-surface $R$ by 17\% at $q=0.4$ and 2\% at $q=1.2$ nm$^{-1}$; an angular spread of $0.005^\circ$ rms changes it by at most 0.5\% at the tabulated $q$.

Lateral averaging is the weaker assumption. Roughness of lateral length $\xi$ changes $k_z^2$ by about $2K/\xi$, with $K=2\pi/\lambda$, so averaging the density first calls for $\xi\ll2K/k_0^2$. This length is about 900 nm at $q=0.6$ and 230 nm at $q=1.2$ nm$^{-1}$. In the opposite limit, as long as $\xi$ stays well below the coherence length of the beam along the surface, one averages the amplitudes of locally sharp stacks, and $R$ becomes 0.16 to 0.65 times the independent-surface values in the table. These ratios are the coherent part only. The area-averaged intensity of the same local stacks, coherent plus diffuse, is 13 times the tabulated value at $q=0.8$ and about 280 times at 1.2 nm$^{-1}$, so diffuse intensity entering the detector can dominate in that limit. Surface oxide and atomic layering are left out and not sized.

For the fit, I would parametrize a film fraction and a substrate fraction, neither negative and together at most 1, build $\rho(z)$ as their sum weighted by $\rho_1$ and $\rho_2$, and refine the slices until $R$ stops changing. Specular data then constrain $\rho(z)$, but not its split into thickness and film density. With $\rho_1$ and both widths free, independent-surface models with $d=0.5$ nm and $d=4$ nm reproduce the $d=2.0$ nm curve within 0.6\% and 1.3\% over $0.35\le q\le1.20$ nm$^{-1}$, so $\rho_1$ must be fixed from other evidence. The correlation $c$ and the length $\xi$ need separate evidence, such as diffuse scattering or microscopy. The numerical output below gives the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
Film, substrate density: 0.0090, 0.0020 nm^-2
d, sigma1, sigma2: 2.0, 2.5, 3.0 nm
Photon energy 8.05 keV, wavelength 0.1540 nm
Critical q film, substrate: 0.673, 0.317 nm^-1
Slices vs wave equation, relative R error: 5.0e-05
Halving slice width, largest relative R change: 5.2e-05
Weak limit, product/additive worst factor: 1.00009
Weak limit, product/non-crossing worst factor: 7.093
Product error ratio on halving lengths: 7.980
Crossing shift, computed/predicted: 1.0000
c=0.0: s=3.905 nm, crossed area 30.4 %, X=0.758 nm, mean film 2.758 nm
c=0.9: s=1.323 nm, crossed area 6.5 %, X=0.038 nm, mean film 2.038 nm
Separation giving 2.0 nm mean film at c=0: 0.816 nm
Peak density additive: 0.00361 nm^-2
Peak density non-crossing c=0: 0.00457 nm^-2
Lowest additive density, sigma1=1.0 nm: -4.41e-04 nm^-2 at z=-2.15 nm
No-film test q=0.5 nm^-1: R sliced 2.927e-03, product 4.919e-04, single factor 2.871e-03
R columns: sharp, product, additive, c=0, c=0 equal film, c=0.9
q=0.4 nm^-1 (0.281 deg): 3.385e-01 7.130e-01 3.089e-01 5.016e-01 3.361e-01 3.145e-01
q=0.5 nm^-1 (0.351 deg): 1.914e-01 3.320e-01 1.032e-01 2.150e-01 1.233e-01 1.049e-01
q=0.6 nm^-1 (0.421 deg): 1.236e-01 1.034e-01 3.203e-02 7.715e-02 4.270e-02 3.232e-02
q=0.8 nm^-1 (0.562 deg): 6.140e-02 5.952e-03 2.446e-03 7.350e-03 4.344e-03 2.425e-03
q=1.0 nm^-1 (0.702 deg): 3.432e-02 2.323e-04 1.372e-04 5.568e-04 3.648e-04 1.342e-04
q=1.2 nm^-1 (0.843 deg): 2.029e-02 6.092e-06 5.899e-06 3.676e-05 2.626e-05 5.724e-06
Worst factors for q=0.35 to 1.20 nm^-1:
sigma1=0.250, sigma2=0.300 nm: product/additive 1.001, additive/c=0 1.000, product/c=0 1.001
sigma1=0.625, sigma2=0.750 nm: product/additive 1.022, additive/c=0 1.011, product/c=0 1.014
sigma1=1.250, sigma2=1.500 nm: product/additive 1.182, additive/c=0 1.330, product/c=0 1.204
sigma1=1.875, sigma2=2.250 nm: product/additive 1.686, additive/c=0 2.504, product/c=0 2.085
sigma1=2.500, sigma2=3.000 nm: product/additive 3.311, additive/c=0 6.231, product/c=0 6.033
All lengths x0.1: product/additive 1.00455, product/c=0 1.428
Equal film amount: product/c=0 4.310, additive/c=0 4.451
Isolated film edge, q from 0.70 nm^-1: worst factor 2.108
Isolated substrate edge, q from 0.35 nm^-1: worst factor 1.448
Absorption densities film, substrate: 0.00070, 0.00005 nm^-2
Absorption change of R (%), q as in table: -16.7 -14.4 -11.2 -6.4 -3.6 -1.8
Resolution 0.005 deg rms = 0.0071 nm^-1; change of R (%): 0.1 0.2 0.3 0.4 0.4 0.5
Long/short lateral correlation, R ratio: 0.163 0.222 0.328 0.645 0.588 0.378
Lateral length 2K/k0^2 at q=0.6, 1.2 nm^-1: 907, 227 nm
\end{verbatim}
